# Golden-Rule Rates between Displaced Harmonic Surfaces and the Marcus Limit

An electron can sit on a donor or an acceptor. Each electronic state has its own harmonic surface for the nuclei. The two surfaces have the same normal modes and frequencies, and differ in the position and energy of their minima. In mass-weighted coordinates,

$$H_D=\sum_j\tfrac12\left(p_j^2+\omega_j^2x_j^2\right),\qquad H_A=\Delta E+\sum_j\tfrac12\left[p_j^2+\omega_j^2(x_j-d_j)^2\right].$$

Here $\Delta E$ is the acceptor minimum minus the donor minimum, so a downhill reaction has $\Delta E<0$. The electronic coupling $V$ is real and independent of the coordinates. The nuclei start in thermal equilibrium on the donor surface, with $\beta=1/kT$. The displacements enter through

$$S_j=\frac{\omega_jd_j^2}{2\hbar},\qquad J(\omega)=\pi\hbar\sum_jS_j\omega_j^2\,\delta(\omega-\omega_j),\qquad \lambda=\frac1\pi\int_0^\infty\frac{J(\omega)}{\omega}\,d\omega .$$

Inserting $J$ gives $\lambda=\sum_j\hbar\omega_jS_j=\frac12\sum_j\omega_j^2d_j^2$. This reorganization energy is the energy needed to displace the nuclei from one minimum to the other on a single surface. For any function $F$, the definition of $J$ also gives

$$\sum_jS_jF(\omega_j)=\frac1{\pi\hbar}\int_0^\infty\frac{J(\omega)}{\omega^2}F(\omega)\,d\omega. \tag{1}$$

Integrals over $\omega$ run from $0$ to $\infty$, and integrals over time from $-\infty$ to $\infty$.

## (a) From a sum over states to a time integral

**Question.** Write the transfer rate to second order in $V$ as the time integral of a thermal average that contains no sum over final states.

**Solution.** Let $|i\rangle$ and $|f\rangle$ be vibrational eigenstates of $H_D$ and $H_A$, with energies $E_i$ and $E_f$, and let $P_i$ be the thermal populations. Since $V$ is constant, the coupling matrix element is $V\langle f|i\rangle$, and the golden rule reads

$$k=\frac{2\pi V^2}{\hbar}\sum_{i,f}P_i|\langle f|i\rangle|^2\delta(E_f-E_i).$$

Use $\delta(E)=(2\pi\hbar)^{-1}\int dt\,e^{-iEt/\hbar}$ and split the phase between the two states:

$$k=\frac{V^2}{\hbar^2}\int dt\sum_{i,f}P_i\,e^{iE_it/\hbar}\langle i|f\rangle e^{-iE_ft/\hbar}\langle f|i\rangle .$$

The sum over $f$ is the spectral form of $e^{-iH_At/\hbar}$, and $e^{iE_it/\hbar}$ is the action of $e^{iH_Dt/\hbar}$ on $\langle i|$. Hence

$$k=\frac{V^2}{\hbar^2}\int dt\,\left\langle e^{iH_Dt/\hbar}e^{-iH_At/\hbar}\right\rangle_D. \tag{2}$$

The average compares nuclear motion on the two surfaces. It falls at first as the two evolutions lose their overlap and relative phase. A single mode brings its modulus back to one after each period; part (c) shows what bath makes the decay permanent.

## (b) The thermal average

**Question.** Evaluate the average in (2) for arbitrary $J(\omega)$.

**Solution.** The modes are independent, so take one mode and drop its index. With $x=\sqrt{\hbar/2\omega}\,(a+a^\dagger)$ and $d=\sqrt{2\hbar S/\omega}$, the term linear in $x$ is

$$-\omega^2dx=-\hbar\omega\sqrt S\,(a+a^\dagger),$$

while $\omega^2d^2/2=\hbar\omega S$. The one-mode Hamiltonians, without $\Delta E$, are therefore

$$h_D=\hbar\omega\left(a^\dagger a+\tfrac12\right),\qquad h_A=\hbar\omega\left[(a^\dagger-\sqrt S)(a-\sqrt S)+\tfrac12\right].$$

The unitary operator $D=e^{\sqrt S(a^\dagger-a)}$ satisfies $DaD^\dagger=a-\sqrt S$, because $[a^\dagger-a,a]=-1$ and higher commutators vanish. Thus $h_A=Dh_DD^\dagger$ and $e^{-ih_At/\hbar}=De^{-ih_Dt/\hbar}D^\dagger$. Under $h_D$, $a$ acquires the phase $e^{-i\omega t}$, so the average becomes

$$\langle e^{ih_Dt/\hbar}De^{-ih_Dt/\hbar}D^\dagger\rangle=\langle e^Ae^B\rangle,$$

$$A=\sqrt S(a^\dagger e^{i\omega t}-ae^{-i\omega t}),\qquad B=-\sqrt S(a^\dagger-a).$$

The commutator is a number:

$$[A,B]=-S\left(-e^{i\omega t}[a^\dagger,a]-e^{-i\omega t}[a,a^\dagger]\right)=-2iS\sin\omega t .$$

For a commutator that is a number, $e^Ae^B=e^{A+B}e^{[A,B]/2}$. Also $A+B=za^\dagger-z^*a$, with $z=\sqrt S(e^{i\omega t}-1)$ and $|z|^2=2S(1-\cos\omega t)$. What remains is the thermal average of $e^{za^\dagger-z^*a}=e^{-|z|^2/2}e^{za^\dagger}e^{-z^*a}$.

The thermal state is diagonal in the number $n$, so equal powers of $a^\dagger$ and $a$ survive:

$$\langle e^{za^\dagger}e^{-z^*a}\rangle=\sum_m\frac{(-|z|^2)^m}{(m!)^2}\langle a^{\dagger m}a^m\rangle .$$

With $q=e^{-\beta\hbar\omega}$ and $\bar n=q/(1-q)$,

$$\langle a^{\dagger m}a^m\rangle=(1-q)\sum_{n\ge m}q^n\frac{n!}{(n-m)!}=(1-q)q^m\frac{d^m}{dq^m}\frac1{1-q}=m!\,\bar n^m .$$

The series sums to $e^{-\bar n|z|^2}$. Collecting all factors, one mode contributes

$$\exp\{-S[(2\bar n+1)(1-\cos\omega t)+i\sin\omega t]\}.$$

Multiply over modes, use $2\bar n+1=\coth(\beta\hbar\omega/2)$, apply (1), and restore $\Delta E$:

$$k=\frac{V^2}{\hbar^2}\int dt\,e^{-i\Delta Et/\hbar-g(t)}, \tag{3}$$

$$g(t)=\frac1{\pi\hbar}\int d\omega\frac{J(\omega)}{\omega^2}\left[\coth\frac{\beta\hbar\omega}{2}(1-\cos\omega t)+i\sin\omega t\right]. \tag{4}$$

The numerical check compares the one-mode result with a direct matrix trace, and (3) with an explicit multimode sum over states.

## (c) When the integral defines a rate

**Question.** What must the bath do at low frequency for (3) to give a finite rate at $T>0$?

**Solution.** A finite set of modes cannot make $\mathrm{Re}\,g$ grow without bound. The spectrum is then a set of delta functions, and an irreversible rate requires a continuous $J$. Suppose $J\simeq A\omega^s$ at small $\omega$, with $s>0$ so that $\lambda$ is finite. There $\coth(\beta\hbar\omega/2)\simeq2kT/\hbar\omega$, and the low-frequency part of $\mathrm{Re}\,g$ is

$$\frac{2AkT}{\pi\hbar^2}\int d\omega\,\omega^{s-3}(1-\cos\omega t).$$

For $s<2$, the substitution $u=\omega t$ shows growth as $t^{2-s}$. In the Ohmic case $s=1$, integration by parts gives $\int_0^\infty(1-\cos u)u^{-2}du=\int_0^\infty u^{-1}\sin u\,du=\pi/2$, so $\mathrm{Re}\,g$ grows with slope $AkT/\hbar^2$. For $s=2$ the growth is logarithmic, and the integrand of (3) decays as $|t|^{-\alpha}$ with $\alpha=2AkT/\pi\hbar^2$; the rate at $\Delta E=0$ is then finite only if $\alpha>1$.

For $s>2$, $J\coth(\beta\hbar\omega/2)/\omega^2$ is integrable. The oscillating terms average out at long times, and $g$ approaches a constant $G$. The constant $e^{-G}$ in the integrand gives the zero-phonon line $(2\pi V^2/\hbar)e^{-G}\delta(\Delta E)$. It must be separated off; the remainder describes transfer at $\Delta E\ne0$. Below, $s\le2$ unless stated otherwise.

## (d) Short times

**Question.** Expand $g$ to second order in $t$, interpret the coefficients, and find the rate for a slow bath at high temperature.

**Solution.** Assume that $\int J\,d\omega$ converges at high frequency. With $\sin\omega t\simeq\omega t$ and $1-\cos\omega t\simeq\omega^2t^2/2$,

$$g(t)\simeq\frac{i\lambda t}{\hbar}+\frac{\sigma^2t^2}{2\hbar^2},\qquad \sigma^2=\frac\hbar\pi\int d\omega\,J(\omega)\coth\frac{\beta\hbar\omega}{2}. \tag{5}$$

Let $P(E)$ be the distribution of vibrational energy gained in a vertical transition, each vibrational energy being measured from its own minimum. The sum over states gives $e^{-g(t)}=\int dE\,P(E)e^{-iEt/\hbar}$. The first two coefficients of its logarithm are the mean and variance of $E$, here $\lambda$ and $\sigma^2$. The expansion thus replaces $P(E)$ by a Gaussian, evaluated at $E=-\Delta E$ by energy conservation.

Insert (5) in (3) and complete the square:

$$-\frac{i(\Delta E+\lambda)t}{\hbar}-\frac{\sigma^2t^2}{2\hbar^2}=-\frac{\sigma^2}{2\hbar^2}\left[t+\frac{i\hbar(\Delta E+\lambda)}{\sigma^2}\right]^2-\frac{(\Delta E+\lambda)^2}{2\sigma^2}.$$

The Gaussian integral is $\sqrt{2\pi}\,\hbar/\sigma$, so

$$k\simeq\frac{V^2}{\hbar}\frac{\sqrt{2\pi}}{\sigma}\exp\left[-\frac{(\Delta E+\lambda)^2}{2\sigma^2}\right]. \tag{6}$$

For $\hbar\omega\ll kT$ throughout $J$, $\coth(\beta\hbar\omega/2)\simeq2kT/\hbar\omega$ and $\sigma^2\to2\lambda kT$. This yields the Marcus rate

$$k_M=\frac{2\pi V^2}{\hbar}\frac1{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\Delta E+\lambda)^2}{4\lambda kT}\right]. \tag{7}$$

The exponent contains a classical barrier. The surfaces cross where $\Delta E+\lambda-\sum_j\omega_j^2d_jx_j=0$. Minimizing the donor energy on this plane with a Lagrange multiplier gives $x_j=\mu d_j$. The constraint becomes $2\lambda\mu=\Delta E+\lambda$, and the minimum energy is $\mu^2\lambda=(\Delta E+\lambda)^2/4\lambda$. The barrier vanishes at $\Delta E=-\lambda$ and rises again for more negative $\Delta E$, the inverted region.

Two conditions have appeared. The integrand must decay before the bath moves, $\hbar/\sigma\ll1/\omega_c$ for a typical bath frequency $\omega_c$, and the bath must be classical. Part (f) shows that, away from $\Delta E=\pm\lambda$, the second condition must be sharpened when $\lambda\gg kT$: the product $\beta\lambda(\beta\hbar\omega)^2$ also enters. The golden rule adds a third condition. If the energy gap changes at speed $v$ through a crossing, first-order perturbation theory gives the transfer probability

$$\frac{V^2}{\hbar^2}\left|\int dt\,e^{ivt^2/2\hbar}\right|^2=\frac{2\pi V^2}{\hbar v}.$$

The thermal gap fluctuation is $\sqrt{2\lambda kT}$ and changes in a time of about $1/\omega_c$, so $v\sim\omega_c\sqrt{2\lambda kT}$. A small probability requires, up to a numerical factor, $V^2\ll\hbar\omega_c\sqrt{\lambda kT}$. The limit $\omega_c\to0$ at fixed $V$ therefore leaves the golden-rule regime.

## (e) Activated transfer and detailed balance

**Question.** With a barrier, the real-time integral is small through cancellation, so small errors in $g$ can matter. Find a contour on which the bath factor is real and positive, use it to relate forward and backward rates, and repeat the short-time expansion there.

**Solution.** Let $X=\beta\hbar\omega/2$. The bracket in (4) can be written

$$\coth X(1-\cos\omega t)+i\sin\omega t=\coth X-\frac{\cos(\omega t+iX)}{\sinh X},$$

because $\cos(\omega t+iX)=\cos\omega t\cosh X-i\sin\omega t\sinh X$. Set $t=\tau-i\beta\hbar/2$ with real $\tau$. The imaginary parts cancel, leaving $\cos\omega\tau$.

The shift is allowed. On an intermediate line $t=\tau-iy$, with $0\le y\le\beta\hbar/2$, the real part of the bracket is

$$\frac{\cosh X-\cosh(X-\omega y)}{\sinh X}+(1-\cos\omega\tau)\frac{\cosh(X-\omega y)}{\sinh X}.$$

Both terms are non-negative. The second has the same $1/X$ behaviour at low frequency as in part (c), so the integrand vanishes on the end segments as $|\tau|\to\infty$. No singularity is crossed.

Since $\coth X-1/\sinh X=\tanh(X/2)$, the result is

$$k=\frac{V^2}{\hbar^2}e^{-\beta\Delta E/2}\int d\tau\,e^{-i\Delta E\tau/\hbar-Q(\tau)}, \tag{8}$$

$$Q(\tau)=\frac1{\pi\hbar}\int d\omega\frac{J}{\omega^2}\left[\tanh\frac{\beta\hbar\omega}{4}+\frac{1-\cos\omega\tau}{\sinh(\beta\hbar\omega/2)}\right]. \tag{9}$$

The backward reaction has the opposite displacements and driving energy. The $S_j$ contain $d_j^2$, so $Q$ is unchanged. As $Q$ is even, the integral in (8) does not change under $\Delta E\to-\Delta E$, and

$$\frac{k_{\rm forward}}{k_{\rm backward}}=e^{-\beta\Delta E}. \tag{10}$$

The factor $e^{-i\Delta E\tau/\hbar}$ remains in (8), so the integrand is free of cancellation only at $\Delta E=0$. Now expand (9) at small $\tau$: $Q\simeq Q(0)+\kappa\tau^2/2\hbar^2$, with $\kappa=(\hbar/\pi)\int d\omega\,J/\sinh(\beta\hbar\omega/2)$. This gives

$$k\simeq\frac{V^2}{\hbar}\sqrt{\frac{2\pi}\kappa}\exp\left[-\frac{\beta\Delta E}{2}-Q(0)-\frac{\Delta E^2}{2\kappa}\right]. \tag{11}$$

At high temperature $Q(0)\to\beta\lambda/4$ and $\kappa\to2\lambda kT$. The exponent becomes

$$-\frac{2\lambda\Delta E+\lambda^2+\Delta E^2}{4\lambda kT}=-\frac{(\Delta E+\lambda)^2}{4\lambda kT},$$

and (7) returns. Approximation (11) obeys (10) at any temperature. The real-time Gaussian (6) instead gives

$$\ln\frac{k_{\rm forward}}{k_{\rm backward}}=\frac{(\lambda-\Delta E)^2-(\lambda+\Delta E)^2}{2\sigma^2}=-\frac{2\lambda\Delta E}{\sigma^2}.$$

For $\Delta E\neq0$ this agrees with (10) only when $\sigma^2=2\lambda kT$. Keeping the quantum width in (6) breaks detailed balance.

## (f) The first quantum correction

**Question.** Find the leading correction to $k/k_M$ for small $\beta\hbar\omega$, assuming the required moments of $J$ exist. What does it say about the condition $\hbar\omega\ll kT$?

**Solution.** Define

$$b=\beta\lambda,\quad e=\frac{\Delta E}{\lambda},\quad u=\frac{\tau}{\beta\hbar},\quad \langle\omega^2\rangle=\frac1{\pi\lambda}\int J\omega\,d\omega,\quad \theta^2=\beta^2\hbar^2\langle\omega^2\rangle .$$

The expansions needed in (9) are

$$\tanh\frac{\beta\hbar\omega}{4}\simeq\frac{\beta\hbar\omega}{4}-\frac{(\beta\hbar\omega)^3}{192},\qquad \frac1{\sinh(\beta\hbar\omega/2)}\simeq\frac2{\beta\hbar\omega}-\frac{\beta\hbar\omega}{12},$$

and $1-\cos\omega\tau\simeq\omega^2\tau^2/2-\omega^4\tau^4/24$. Keeping terms through $\theta^2$,

$$Q\simeq\frac b4+bu^2-b\theta^2\left(\frac1{192}+\frac{u^2}{24}+\frac{u^4}{12}\right).$$

The first two terms give Marcus. Expanding the exponential of the rest to first order gives

$$\frac{k}{k_M}\simeq1+b\theta^2\left(\frac1{192}+\frac{\langle u^2\rangle}{24}+\frac{\langle u^4\rangle}{12}\right),$$

where the averages carry the normalized weight $e^{-bu^2-ibeu}$. With $u=w-ie/2$, the exponent is $-bw^2-be^2/4$, so $w$ is Gaussian with $\langle w^2\rangle=1/2b$ and $\langle w^4\rangle=3/4b^2$. Therefore

$$\langle u^2\rangle=\frac1{2b}-\frac{e^2}{4},\qquad \langle u^4\rangle=\frac3{4b^2}-\frac{3e^2}{4b}+\frac{e^4}{16},$$

and collecting powers of $b$ yields

$$\frac{k}{k_M}\simeq1+\theta^2\left[\frac{b(1-e^2)^2}{192}+\frac{1-3e^2}{48}+\frac1{16b}\right]. \tag{12}$$

The first term is proportional to $\beta\lambda(\beta\hbar\omega)^2$. A bath with $\hbar\omega<kT$ can still give a sizeable correction if $\lambda\gg kT$, because a small relative change in a large exponent matters. At $e=\pm1$ this term vanishes; the two points are linked by (10), so take $e=-1$. For $b>3/2$ the remaining correction is negative: quantum broadening lowers the maximum of the energy distribution.

The numerical check tests (12) for Ohmic and $s=3$ densities at four driving energies with a slow bath. The largest deviation is 0.25% of the correction itself. For $s=3$ the zero-phonon weight is negligible at these parameters.

## (g) A numerical case

**Question.** Take the model parameters $V=0.005$ eV, $\lambda=0.8$ eV, $\Delta E=-0.2$ eV, $T=300$ K and

$$J(\omega)=2\sqrt\pi\,\lambda\frac{\omega}{\omega_c}e^{-(\omega/\omega_c)^2},\qquad \hbar\omega_c=0.025\ \text{eV}.$$

How good is the Marcus rate, and how does it fail for a faster or colder bath?

**Solution.** Here $kT=0.025852$ eV. The decay time $\hbar/\sigma=3.2$ fs is much shorter than $1/\omega_c=26$ fs. At 10 fs, $\mathrm{Re}\,g=4.92$, against 4.77 from the classical quadratic form, and $|e^{-g}|$ has already fallen to 0.007. The ratio $V^2/(\hbar\omega_c\sqrt{\lambda kT})$ is 0.007; with the factor $2\pi/\sqrt2$ from part (d), the transfer probability per crossing comes out as 0.03. Since $v$ was fixed only up to a numerical factor, this means a few per cent; the classical rms gap speed of this bath, $\sqrt{2\lambda kT\langle\omega^2\rangle}=\omega_c\sqrt{\lambda kT}$, gives 0.044. Slow crossings weigh more. Averaging the Landau–Zener probability $1-e^{-2\pi V^2/\hbar v}$ over the thermal flux of crossings gives a rate 7% below the golden rule for a single passage, and up to about 15% below it when recrossings are counted. Corrections of higher order in $V$ are thus as large here as the quantum correction found below. The comparisons that follow are all within the golden rule, and their ratios do not depend on $V$.

With $\hbar=0.6582$ eV fs, the Marcus prefactor is

$$\frac{2\pi(0.005)^2}{0.6582\sqrt{4\pi(0.8)(0.025852)}}=4.68\times10^{-4}\ \text{fs}^{-1}=4.68\times10^{11}\ \text{s}^{-1}.$$

The barrier is $(0.6)^2/3.2=0.1125$ eV, and $e^{-0.1125/0.025852}=0.01289$. Thus $k_M=6.03\times10^9\ \text{s}^{-1}$. Numerical integration of (3) gives $6.49\times10^9\ \text{s}^{-1}$, which is 7.5% above Marcus.

For (12), the Gaussian cutoff gives $\langle\omega^2\rangle=\omega_c^2/2$. Hence $\theta^2=0.468$, $b=30.9$ and $e=-0.25$, so

$$\frac{k}{k_M}\simeq1+0.468(0.1417+0.0169+0.0020)=1.075 .$$

Most of the correction comes from the term proportional to $b$.

The real-time Gaussian with quantum width gives $6.95\times10^9\ \text{s}^{-1}$, 7% above the golden-rule value. It keeps the width correction $b\theta^2u^2/12$ in $g$, with $t=\beta\hbar u$, but drops the cubic and quartic terms $-ib\theta^2u^3/6$ and $-b\theta^2u^4/12$, which are also of order $\theta^2$. Averaging as in part (f), now with the weight $e^{-bu^2-ib(1+e)u}$, the three terms change $k/k_M$ by $+0.150$, $-0.083$ and $+0.008$. These add up to the 0.075 of (12). The logarithmic ratio of forward to backward rates from the real-time Gaussian (6) is 7.45, whereas detailed balance requires 7.74. The shifted Gaussian (11) gives $6.49\times10^9\ \text{s}^{-1}$. This ranking holds for small $|e|$. Approximation (11) drops the term $-b\theta^2u^4/12$ in $Q$, whose average grows as $b\theta^2e^4/192$. For the same bath at 300 K, (11) is 5% low at $e=-1$ and 26% low at $e=-1.5$, where (6) is within 0.5%. At 75 K and $e=-1$, (11) is about 60 times too small, while (6) is within 0.1%.

At 300 K, the ratios to Marcus for different cutoffs are:

| $\hbar\omega_c$ (eV) | golden rule | (12) | (11) |
|---|---|---|---|
| 0.0125 | 1.019 | 1.019 | 1.019 |
| 0.05 | 1.302 | 1.300 | 1.306 |
| 0.1 | 2.24 | 2.20 | 2.27 |
| 0.2 | 6.12 | 5.81 | 6.47 |

In the last three rows $\theta^2$ exceeds one (1.9, 7.5 and 30), so the derivation does not guarantee the accuracy that (12) shows there.

Cooling the original bath has a similar effect:

| $T$ (K) | golden rule (s$^{-1}$) | Marcus (s$^{-1}$) | ratio |
|---|---|---|---|
| 600 | $3.80\times10^{10}$ | $3.76\times10^{10}$ | 1.01 |
| 150 | $1.80\times10^8$ | $1.10\times10^8$ | 1.64 |
| 75 | $4.87\times10^5$ | $2.58\times10^4$ | 18.9 |

The quantum rate falls more slowly on cooling because nuclear tunnelling carries population through the barrier. In (8) this appears through $Q(0)$: since $\tanh y<y$ for $y>0$, $Q(0)$ is smaller than its classical value $\beta\lambda/4$, and the gap widens as $\beta$ grows. At 75 K this alone would raise the rate by a factor of 27.5; the smaller $\kappa$ in (11) brings the factor down to 18.9. Since $Q(0)$ does not depend on $\Delta E$, it dominates only for small $|e|$: for the same bath at 75 K the ratio to Marcus is 3.3 at $e=-0.6$ and 0.82 at $e=-1$, where there is no barrier.

## Computed values

```
V = 0.005 eV, lambda = 0.8 eV, dE = -0.2 eV
T = 300 K, hbar*wc = 0.025 eV, kT = 0.025852 eV
lambda from integral of J: 0.800000 eV
Marcus barrier: 0.1125 eV
classical width sqrt(2 lambda kT): 0.20338 eV
quantum width sigma: 0.20722 eV
decay time hbar/sigma: 3.176 fs
bath time 1/wc: 26.33 fs
V^2/(hbar wc sqrt(lambda kT)): 0.00695
t (fs) | Re g | classical quadratic | Im g | lambda t/hbar
  1.0 | 0.0496 | 0.0477 | 1.2153 | 1.2154
  3.0 | 0.4457 | 0.4296 | 3.6423 | 3.6462
 10.0 | 4.9239 | 4.7737 | 12.0096 | 12.1541
 30.0 | 42.1823 | 42.9631 | 32.8736 | 36.4624
forward golden-rule rate: 6.48516e+09 s^-1
forward Marcus rate: 6.03171e+09 s^-1
forward shifted-line Gaussian: 6.48907e+09 s^-1
forward real-time Gaussian, quantum width: 6.94522e+09 s^-1
backward golden-rule rate: 2.83184e+06 s^-1
ln(forward/backward), golden rule: 7.73635
-dE/kT: 7.73635
ln(forward/backward), real-time Gaussian: 7.45240
Ratios to Marcus at 300 K, by cutoff:
hbar wc (eV) | golden rule | first order | shifted Gaussian
0.0125 | 1.0188 | 1.0188 | 1.0189
0.0250 | 1.0752 | 1.0751 | 1.0758
0.0500 | 1.3023 | 1.3004 | 1.3057
0.1000 | 2.2414 | 2.2015 | 2.2686
0.2000 | 6.1189 | 5.8061 | 6.4688
Temperature dependence at hbar wc = 0.025 eV:
T (K) | golden rule (s^-1) | Marcus (s^-1) | ratio
600 | 3.7975e+10 | 3.7574e+10 | 1.0107
300 | 6.4852e+09 | 6.0317e+09 | 1.0752
150 | 1.8039e+08 | 1.0991e+08 | 1.6413
75 | 4.8699e+05 | 2.5806e+04 | 18.8714
Franck-Condon test, hbar=wc=kT=1, lambda=4 (dimensionless):
mean energy gain 4.000000, variance 8.325457, formula 8.325457
dE | k/V^2 from state sum | k/V^2 from time integral
-4.0 | 0.87456263 | 0.87456263
-2.0 | 0.70092222 | 0.70092222
1.0 | 0.19039408 | 0.19039408
long-time slope of Re g, s=1: 14.17963, formula 14.17963
plateau of Re g, s=3: 16.65091
largest relative error of first-order law: 0.0025
```
